# How long does an electron feel a tunnel barrier?: a numerical check

```python
"""Buttiker-Landauer traversal time of a rectangular tunnel barrier.

Result under test: tau = m d/(hbar kappa), kappa = sqrt(2 m phi)/hbar,
for an opaque barrier; about 1.7 fs for d = 1 nm and phi = 1 eV.
d: width, V0: barrier top, E: electron energy, phi = V0 - E: height above
the electron energy, k: wave number outside, t: amplitude at the exit face.
The barrier top may oscillate as V0 + V1 cos(omega t); sidebands then appear
at E + hbar omega and E - hbar omega.  Units: nm, eV, fs.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import digamma

HBAR = sc.hbar / sc.e * 1e15                         # eV fs
C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18          # hbar^2/2m, eV nm^2
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9    # e^2/(4 pi eps0), eV nm


def kappa_of(phi):
    return np.sqrt(phi / C)


def tau_estimate(d, phi, mass=1.0):
    """m d/(hbar kappa), using hbar/m = 2 C/hbar for the free mass."""
    kappa = np.sqrt(mass * phi / C)
    return mass * d * HBAR / (2 * C * kappa)


def exit_amplitudes(E, V0, d, V1=0.0, hw=1.0, N=0):
    """Solve the coupled energy channels E + n hw, n = -N..N, by matching."""
    n = np.arange(-N, N + 1)
    energies = E + n * hw
    k = np.sqrt(energies / C + 0j)
    M = np.diag((V0 - energies) / C)
    if N > 0:
        off = np.full(2 * N, V1 / (2 * C))
        M = M + np.diag(off, 1) + np.diag(off, -1)
    lam, U = np.linalg.eigh(M)
    q = np.sqrt(lam + 0j)
    f = np.exp(-q * d)
    ik = 1j * k[:, None]
    # wave inside: U (exp(-q x) a + exp(q (x-d)) b)
    top = np.hstack([U * (-q) + ik * U, U * (q * f) + ik * (U * f)])
    bottom = np.hstack([U * (-q * f) - ik * (U * f), U * q - ik * U])
    incoming = np.zeros(2 * len(n), complex)
    incoming[N] = 2j * k[N]
    ab = np.linalg.solve(np.vstack([top, bottom]), incoming)
    a, b = ab[:len(n)], ab[len(n):]
    return U @ (f * a + b)


def static_t(E, V0, d):
    return exit_amplitudes(E, V0, d)[0]


def complex_time(E, V0, d, h=1e-3):
    """-hbar d(ln t)/dV0 by central difference."""
    ratio = static_t(E, V0 + h, d) / static_t(E, V0 - h, d)
    return -HBAR * np.log(ratio) / (2 * h)


def group_delay(E, V0, d, h=1e-3):
    ratio = static_t(E + h, V0, d) / static_t(E - h, V0, d)
    return HBAR * np.angle(ratio) / (2 * h)


def opaque_time(E, phi, d):
    """Opaque-barrier response time including both faces."""
    k, kappa = np.sqrt(E / C), kappa_of(phi)
    length = abs(d - 1 / kappa + 2 / (kappa - 1j * k))
    return tau_estimate(length, phi)


def sidebands(E, V0, d, V1, hw):
    amp = exit_amplitudes(E, V0, d, V1, hw, N=2)
    return abs(amp[3] / amp[2]), abs(amp[1] / amp[2])


def asymmetry(up, down):
    return (up**2 - down**2) / (up**2 + down**2)


# ---------------- worked example ----------------
d, phi, E_major, E_minor = 1.0, 1.0, 5.0, 1.0
V0 = E_major + phi
kappa = kappa_of(phi)
tau = tau_estimate(d, phi)
speed = 2 * C * kappa / HBAR                         # hbar kappa/m, nm/fs
assert 1.65 < tau < 1.75

# static solver against the textbook transmission probability
T = abs(static_t(E_major, V0, d))**2
T_formula = 1 / (1 + V0**2 * np.sinh(kappa * d)**2 / (4 * E_major * phi))
assert abs(T / T_formula - 1) < 1e-9

# response time from the derivative of the amplitude, both incident energies
response = {}
for E in (E_major, E_minor):
    response[E] = abs(complex_time(E, E + phi, d))
    assert abs(response[E] / opaque_time(E, phi, d) - 1) < 3e-3

# growth with thickness: the face terms drop out of the difference
growth = (complex_time(E_major, V0, 3.0) - complex_time(E_major, V0, 2.0)).real
assert abs(growth / tau_estimate(1.0, phi) - 1) < 1e-3

# slow modulation: sideband size gives the same response time
up, down = sidebands(E_major, V0, d, 1e-4, 1e-3)
tau_slow = 2 * HBAR * np.sqrt(up * down) / 1e-4
assert abs(tau_slow / response[E_major] - 1) < 1e-3

# group delay does not grow with thickness
delay_1, delay_2 = group_delay(E_major, V0, d), group_delay(E_major, V0, 2 * d)
delay_limit = HBAR / np.sqrt(E_major * phi)
assert abs(delay_2 / delay_limit - 1) < 1e-3
assert abs(delay_1 / delay_limit - 1) < 1e-2

# crossover with frequency in a thick barrier; face corrections are of
# relative order 1/(kappa d), about 5 percent at 4 nm
d_thick, V1 = 4.0, 0.002
tau_thick = tau_estimate(d_thick, phi)
crossover = []
for x in (0.25, 0.5, 1.0, 1.5):
    hw = HBAR * x / tau_thick
    up, down = sidebands(E_major, V0, d_thick, V1, hw)
    g = V1 / (2 * hw)
    assert abs(up / (g * (np.exp(x) - 1)) - 1) < 0.08
    assert abs(down / (g * (1 - np.exp(-x))) - 1) < 0.08
    assert abs(asymmetry(up, down) - np.tanh(x)) < 0.03
    crossover.append((x, asymmetry(up, down), np.tanh(x)))
asym_example = asymmetry(*sidebands(E_major, V0, d, V1, HBAR / tau))

# ---------------- smooth barriers ----------------
nodes, weights = np.polynomial.legendre.leggauss(200)


def action_and_time(profile, left, right):
    """Integrals of kappa(x) and of m/(hbar kappa(x)) over the barrier."""
    theta = nodes * np.pi / 2
    half = (right - left) / 2
    x = (left + right) / 2 + half * np.sin(theta)
    w = weights * np.pi / 2 * half * np.cos(theta)
    kap = kappa_of(profile(x))
    return np.sum(w * kap), np.sum(w * HBAR / (2 * C * kap))


eps_optical = 3.0


def image_profile(x, shift=0.0):
    u = x / d
    series = -0.5 * (digamma(1 + u) + digamma(1 - u) + 2 * np.euler_gamma)
    energy = -COULOMB / (2 * eps_optical) * (1 / (2 * x) + series / d)
    return phi + shift + energy


def image_case(shift=0.0):
    left = brentq(lambda x: image_profile(x, shift), 1e-3, d / 2, xtol=1e-14)
    result = action_and_time(lambda x: image_profile(x, shift), left, d - left)
    return result + (d - 2 * left,)


bias = 0.5


def bias_case(shift=0.0):
    return action_and_time(lambda x: phi + shift - bias * x / d, 0.0, d)


for case in (image_case, bias_case):
    slope = HBAR * (case(1e-3)[0] - case(-1e-3)[0]) / 2e-3
    assert abs(slope / case()[1] - 1) < 2e-3
tau_image, width_image = image_case()[1:]
peak_image = image_profile(d / 2)
# mid-plane value against the sum over image charges done in closed form
assert abs(phi - peak_image - COULOMB * np.log(2) / (eps_optical * d)) < 1e-9
tau_bias = bias_case()[1]
field = bias / d * 10                                # V/nm to MV/cm
breakdown = 10.0

# ---------------- other neglected effects ----------------
mass_ratio, gap, temperature = 0.4, 8.0, 400.0
tau_mass = tau_estimate(d, phi, mass_ratio)


def two_band_kappa(height):
    return np.sqrt(height * (1 - height / gap) / C)


tau_band = HBAR * d * (two_band_kappa(phi + 1e-4)
                       - two_band_kappa(phi - 1e-4)) / 2e-4

# oblique incidence: transverse energy raises the effective barrier
e_side = (nodes + 1) * E_major / 2
flux = weights * np.exp(-2 * d * (kappa_of(phi + e_side) - kappa))
mean_side = np.sum(flux * e_side) / np.sum(flux)
tau_side = np.sum(flux * tau_estimate(d, phi + e_side)) / np.sum(flux)

kT = sc.k * temperature / sc.e
tau_hot = tau_estimate(d, phi - kT)
phonon, plasmon, precession = 0.08, 10.0, 10.0       # eV, eV, GHz
total_height_case = tau_estimate(d, 0.5)

print(f"barrier width d = {d:.1f} nm")
print(f"height above electron energy phi = {phi:.1f} eV")
print(f"incident energies = {E_major:.1f} and {E_minor:.1f} eV")
print(f"hbar^2/2m = {C:.6f} eV nm^2")
print(f"hbar = {HBAR:.6f} eV fs")
print(f"kappa = {kappa:.4f} 1/nm")
print(f"kappa d = {kappa * d:.4f}")
print(f"speed hbar kappa/m = {speed:.4f} nm/fs")
print(f"traversal time tau = {tau:.4f} fs")
print(f"tau in atomic units = {tau * 1e-15 / sc.value('atomic unit of time'):.2f}")
print(f"crossover energy hbar/tau = {HBAR / tau:.4f} eV")
print(f"transmission probability at 5 eV = {T:.3e}")
print(f"tau if V0 = 1 eV, E = 0.5 eV: {total_height_case:.3f} fs")
print("-- response time with both faces --")
print(f"incident 5 eV: {response[E_major]:.4f} fs")
print(f"incident 1 eV: {response[E_minor]:.4f} fs")
print(f"opaque formula, 5 eV: {opaque_time(E_major, phi, d):.4f} fs")
print(f"opaque formula, 1 eV: {opaque_time(E_minor, phi, d):.4f} fs")
print(f"slow modulation, 5 eV: {tau_slow:.4f} fs")
print(f"growth from 2 to 3 nm: {growth:.4f} fs")
print(f"group delay 5 eV, 1 nm: {delay_1:.4f} fs")
print(f"group delay 5 eV, 2 nm: {delay_2:.4f} fs")
print(f"group delay opaque limit: {delay_limit:.4f} fs")
print("-- sideband asymmetry, 4 nm, 5 eV --")
print(f"tau at 4 nm = {tau_thick:.4f} fs")
for x, computed, law in crossover:
    print(f"omega tau {x:.2f}: computed {computed:.4f}, tanh {law:.4f}")
print(f"1 nm, omega tau 1: computed {asym_example:.4f}")
print("-- neglected effects, rough inputs --")
print(f"mass {mass_ratio:.1f} m: tau = {tau_mass:.3f} fs")
print(f"two-band, gap {gap:.0f} eV: tau = {tau_band:.3f} fs")
print(f"image force, permittivity {eps_optical:.0f}: tau = {tau_image:.3f} fs")
print(f"  barrier peak left = {peak_image:.3f} eV")
print(f"  barrier width left = {width_image:.3f} nm")
print(f"bias {bias:.1f} V: tau = {tau_bias:.3f} fs")
print(f"  field = {field:.1f} MV/cm")
print(f"  field/breakdown field ({breakdown:.0f} MV/cm) = {field / breakdown:.2f}")
print(f"oblique incidence: mean tau = {tau_side:.3f} fs")
print(f"  mean transverse energy = {mean_side:.3f} eV")
print(f"kT at {temperature:.0f} K = {kT:.4f} eV")
print(f"electron kT higher: tau = {tau_hot:.3f} fs")
print("-- omega tau of other motions, rough inputs --")
print(f"lattice vibration {phonon:.2f} eV: {phonon * tau / HBAR:.3f}")
print(f"metal plasmon {plasmon:.0f} eV: {plasmon * tau / HBAR:.1f}")
print(f"precession {precession:.0f} GHz: {2 * np.pi * precession * 1e-6 * tau:.2e}")
print("verified")
```

Running it gives:

```
barrier width d = 1.0 nm
height above electron energy phi = 1.0 eV
incident energies = 5.0 and 1.0 eV
hbar^2/2m = 0.038100 eV nm^2
hbar = 0.658212 eV fs
kappa = 5.1232 1/nm
kappa d = 5.1232
speed hbar kappa/m = 0.5931 nm/fs
traversal time tau = 1.6861 fs
tau in atomic units = 69.70
crossover energy hbar/tau = 0.3904 eV
transmission probability at 5 eV = 7.886e-05
tau if V0 = 1 eV, E = 0.5 eV: 2.384 fs
-- response time with both faces --
incident 5 eV: 1.4870 fs
incident 1 eV: 1.7178 fs
opaque formula, 5 eV: 1.4870 fs
opaque formula, 1 eV: 1.7179 fs
slow modulation, 5 eV: 1.4870 fs
growth from 2 to 3 nm: 1.6861 fs
group delay 5 eV, 1 nm: 0.2942 fs
group delay 5 eV, 2 nm: 0.2944 fs
group delay opaque limit: 0.2944 fs
-- sideband asymmetry, 4 nm, 5 eV --
tau at 4 nm = 6.7443 fs
omega tau 0.25: computed 0.2442, tanh 0.2449
omega tau 0.50: computed 0.4613, tanh 0.4621
omega tau 1.00: computed 0.7622, tanh 0.7616
omega tau 1.50: computed 0.9070, tanh 0.9051
1 nm, omega tau 1: computed 0.7467
-- neglected effects, rough inputs --
mass 0.4 m: tau = 1.066 fs
two-band, gap 8 eV: tau = 1.352 fs
image force, permittivity 3: tau = 2.060 fs
  barrier peak left = 0.667 eV
  barrier width left = 0.759 nm
bias 0.5 V: tau = 1.975 fs
  field = 5.0 MV/cm
  field/breakdown field (10 MV/cm) = 0.50
oblique incidence: mean tau = 1.536 fs
  mean transverse energy = 0.235 eV
kT at 400 K = 0.0345 eV
electron kT higher: tau = 1.716 fs
-- omega tau of other motions, rough inputs --
lattice vibration 0.08 eV: 0.205
metal plasmon 10 eV: 25.6
precession 10 GHz: 1.06e-04
verified
```
